# Many-body dispersion gradients with geometry-dependent Hirshfeld volumes

Suppose the many-body dispersion energy of a water dimer is differentiated with the Hirshfeld volumes held fixed. For stretching the hydrogen-bonded O–H bond in the example below, this gives 0.0048 eV/Å, whereas the energy itself changes at 0.0037 eV/Å. An optimizer using the first number stops where its energy is not exactly stationary, and molecular dynamics does not exactly conserve the energy it reports. For this stiff bond the effect on the geometry is tiny: with a force constant near 50 eV/Å², the missing 0.0012 eV/Å shifts the bond length by about $2\times10^{-5}$ Å. The missing part arises because moving a nucleus changes the electron density and its division among atoms, and hence every atomic polarizability.

## The energy and its assumptions

Atomic units are used in the algebra. The dispersion model is MBD@rsSCS, evaluated after a Kohn–Sham calculation. Let $r_i=|\mathbf r-\mathbf R_i|$, let $\rho_i(r_i)$ be a fixed spherical free-atom density, and let $P=\sum_j\rho_j$. The Hirshfeld weight is $w_i=\rho_i/P$, and the volume ratio is

$$v_i=\int n(\mathbf r)\,O_i(\mathbf r)\,d^3r,\qquad O_i=\frac{r_i^3w_i}{V_i^{f}}.$$

The superscript $f$ marks a free-atom constant. The unscreened polarizability is

$$a_i(u)=\frac{a_i^f v_i}{1+(u/\omega_i^f)^2},\qquad \omega_i^f=\frac{4C_{6,i}^f}{3(a_i^f)^2}.$$

The frequency $\omega_i^f$ does not depend on $v_i$, because $C_6$ is scaled by $v_i^2$ and the squared polarizability by the same factor.

Screening uses Gaussian widths and damping radii:

$$s_i(u)=\left[\sqrt{\tfrac2\pi}\,\tfrac{a_i(u)}3\right]^{1/3},\quad \sigma_{ij}=\sqrt{s_i^2+s_j^2},\quad q_i=q_i^fv_i^{1/3}.$$

With $S_{ij}=\beta(q_i+q_j)$, the damping function is $f(r,S)=[1+e^{-\kappa(r/S-1)}]^{-1}$. The short-range tensor is $T^{SR}_{ij}=(1-f)T^G_{ij}$, where $T^G=-\nabla\nabla[\mathrm{erf}(r/\sigma)/r]$. Its diagonal blocks vanish. Then

$$A(u)=[a(u)^{-1}+T^{SR}(u)]^{-1},\qquad \alpha_i(u)=\tfrac13\sum_j\mathrm{tr}\,A_{ij}(u).$$

Write $\alpha_i=\alpha_i(0)$. The screened coefficient, frequency and radius are

$$C_{6,i}=\frac3\pi\int_0^\infty\alpha_i(u)^2du,\quad \omega_i=\frac{4C_{6,i}}{3\alpha_i^2},\quad Q_i=q_i^f\left(\frac{\alpha_i}{a_i^f}\right)^{1/3}.$$

Finally, $T^{LR}_{ij}=f(r_{ij},\beta(Q_i+Q_j))\,[-\nabla\nabla(1/r)]_{ij}$ couples different atoms. With $k_i=\omega_i\sqrt{\alpha_i}$,

$$C_{ii}=\omega_i^2\mathbf 1,\qquad C_{ij}=k_ik_jT^{LR}_{ij}\quad(i\ne j).$$

**Assumptions.** The nuclei are distinct, the inverse defining $A$ exists, the $\alpha_i$ are positive, and $C$ is positive definite. The Kohn–Sham state is a closed-shell minimum in a finite atom-centred basis, with an invertible orbital response, and it varies smoothly with the nuclei.

## Theorem

Under these assumptions, with $\lambda_p,\mathbf u_p$ the eigenpairs of $C$,

$$E=\tfrac12\sum_p\sqrt{\lambda_p}-\tfrac32\sum_i\omega_i,$$
$$dE=\tfrac14\sum_p\frac{\mathbf u_p^TdC\,\mathbf u_p}{\sqrt{\lambda_p}}-\tfrac32\sum_id\omega_i,\tag{1}$$

and the nuclear gradient separates as

$$\frac{dE}{d\mathbf R_A}=\left.\frac{\partial E}{\partial\mathbf R_A}\right|_v+\sum_i c_i\frac{dv_i}{d\mathbf R_A},\qquad c_i=\frac{\partial E}{\partial v_i}.\tag{2}$$

Put $m=\sum_ic_iO_i$, with the numbers $c_i$ frozen at the reference geometry. The volume term is

$$\sum_ic_i\frac{dv_i}{d\mathbf R_A}=\int n\,\partial_Am+\int m\,\partial_A^bn+\left.\frac{d\mathbf g_A(\mu)}{d\mu}\right|_{0}.\tag{3}$$

Here $\partial_A^bn$ is the density change from moving basis functions at fixed density matrix. The vector $\mathbf g_A(\mu)$ is the usual density-functional gradient expression, evaluated with orbitals and orbital energies obtained in the added potential $\mu m$.

## Lemma 1: the zero-point energy

An oscillator of charge $e_i$, mass $M_i$ and displacement $\mathbf x_i$ has $\alpha_i=e_i^2/(M_i\omega_i^2)$. In the coordinate $\boldsymbol\xi_i=\sqrt{M_i}\,\mathbf x_i$ its dipole is $e_i\mathbf x_i=\omega_i\sqrt{\alpha_i}\,\boldsymbol\xi_i=k_i\boldsymbol\xi_i$. The dipole energy $\frac12\sum_{i\ne j}k_ik_j\boldsymbol\xi_i^TT^{LR}_{ij}\boldsymbol\xi_j$ therefore joins the harmonic energy to give $\frac12\boldsymbol\xi^TC\boldsymbol\xi$. The normal modes have frequencies $\sqrt{\lambda_p}$. Subtracting the three zero-point energies $\omega_i/2$ of each uncoupled atom gives $E$.

An equivalent form follows from $\int_0^\infty\ln[(x^2+u^2)/(y^2+u^2)]du=\pi(x-y)$. The derivative of the left side with respect to $x$ is $\int_0^\infty2x/(x^2+u^2)\,du=\pi$, and both sides vanish at $x=y$. Hence

$$E=\frac1{2\pi}\int_0^\infty\ln\frac{\det(C+u^2)}{\det(\Omega^2+u^2)}\,du,$$

where $\Omega$ and $K$ are diagonal with entries $\omega_i$ and $k_i$. Since $C=\Omega^2+KT^{LR}K$ and $\det(1+XY)=\det(1+YX)$, the ratio equals $\det[1+K(\Omega^2+u^2)^{-1}KT^{LR}]$. Its diagonal factor is $\tilde\alpha_i(u)=\alpha_i\omega_i^2/(\omega_i^2+u^2)$, so

$$E=\frac1{2\pi}\int_0^\infty\ln\det[1+\tilde\alpha(u)T^{LR}]\,du.\tag{4}$$

Both forms give $-0.031623$ eV for the dimer.

## Lemma 2: the eigenvalue derivative, including degeneracy

For a simple eigenvalue, differentiate $C\mathbf u_p=\lambda_p\mathbf u_p$ and multiply by $\mathbf u_p^T$. The terms containing $d\mathbf u_p$ cancel because $\mathbf u_p^TC=\lambda_p\mathbf u_p^T$, leaving $d\lambda_p=\mathbf u_p^TdC\,\mathbf u_p$.

To include degeneracy, let $B=C^{1/2}$. Differentiating $B^2=C$ gives $dB\,B+B\,dB=dC$. In the eigenbasis this reads $(\sqrt{\lambda_p}+\sqrt{\lambda_q})\,dB_{pq}=dC_{pq}$. It has a unique solution because the bracket is positive. Multiplying the matrix equation by $B^{-1}$ and taking the trace gives $2\,\mathrm{Tr}\,dB=\mathrm{Tr}(B^{-1}dC)$. Therefore

$$d\left(\tfrac12\sum_p\sqrt{\lambda_p}\right)=\tfrac12\mathrm{Tr}\,dB=\tfrac14\mathrm{Tr}(C^{-1/2}dC),$$

which proves (1). Within a degenerate level the separate numbers $\mathbf u_p^TdC\,\mathbf u_p$ depend on the chosen eigenvectors, but their sum is a trace over the level and does not. An equilateral triangle of three equal oscillators, with oxygen parameters, fixed $v_i=1$ and edge 3.2 Å, tests this case. One corner is displaced by $t\,(0.6,0.5,0.3)$, where the first axis runs along an edge from that corner, the second lies in the plane perpendicular to that edge, towards the side of the remaining corner, and the third is normal to the plane. For $dE/dt$ at $t=0$ the formula and the finite difference both give $-0.0033508$ eV/Å.

The factor $1/\sqrt{\lambda_p}$ shows where the result fails. If an eigenvalue approaches zero the derivative can diverge, and for a negative eigenvalue the oscillator model has no ground state.

## Lemma 3: the derivative of the coupling

From $k_i=\omega_i\sqrt{\alpha_i}$,

$$dk_i=k_i\left(\frac{d\omega_i}{\omega_i}+\frac{d\alpha_i}{2\alpha_i}\right),\qquad dC_{ii}=2\omega_id\omega_i\mathbf 1,$$
$$dC_{ij}=(dk_i\,k_j+k_i\,dk_j)T^{LR}_{ij}+k_ik_j\,dT^{LR}_{ij}.$$

For the tensors, let $\mathbf x=\mathbf R_i-\mathbf R_j$, $r=|\mathbf x|$, $\zeta=r/\sigma$ and $\phi=\mathrm{erf}(\zeta)/r$. Define

$$B_G=\mathrm{erf}\,\zeta-\frac{2\zeta e^{-\zeta^2}}{\sqrt\pi},\qquad D_G=\frac{4\zeta^3e^{-\zeta^2}}{\sqrt\pi}.$$

Direct differentiation gives $\phi'=-B_G/r^2$ and $dB_G/d\zeta=D_G/\zeta$, so $\phi''=(2B_G-D_G)/r^3$. The Hessian of a radial function is $(\phi'/r)(\mathbf 1-\hat{\mathbf x}\hat{\mathbf x}^T)+\phi''\hat{\mathbf x}\hat{\mathbf x}^T$. With the minus sign in the definition of $T^G$,

$$T^G=b\mathbf 1+c\,\mathbf x\mathbf x^T,\qquad b=\frac{B_G}{r^3},\quad c=\frac{D_G-3B_G}{r^5}.$$

Consequently

$$dT^G=db\,\mathbf 1+dc\,\mathbf x\mathbf x^T+c(d\mathbf x\,\mathbf x^T+\mathbf x\,d\mathbf x^T),$$
$$db=\frac{dB_G}{r^3}-\frac{3B_G\,dr}{r^4},\qquad dc=\frac{dD_G-3dB_G}{r^5}-\frac{5(D_G-3B_G)dr}{r^6},$$

with $dr=\hat{\mathbf x}\cdot d\mathbf x$, $dB_G=(D_G/\zeta)d\zeta$, $dD_G=D_G(3/\zeta-2\zeta)d\zeta$ and $d\zeta=dr/\sigma-\zeta\,d\sigma/\sigma$. Point dipoles follow by setting $B_G=1$, $D_G=0$ and their differentials to zero. The damping factor contributes through the product rule, with

$$df=\kappa f(1-f)\left(\frac{dr}S-\frac{r\,dS}{S^2}\right).$$

## Lemma 4: the derivative of the screening

Let $G=a^{-1}+T^{SR}$. Differentiating $GA=1$ gives $dG\,A+G\,dA=0$, so $dA=-A\,dG\,A$. The tangent of the unscreened quantities is

$$d(a_i^{-1})=-\frac{dv_i}{a_iv_i},\quad ds_i=\frac{s_idv_i}{3v_i},\quad d\sigma_{ij}=\frac{s_ids_i+s_jds_j}{\sigma_{ij}},\quad dq_i=\frac{q_idv_i}{3v_i}.$$

Contracting $dA$ gives $d\alpha_i(u)=\frac13\sum_j\mathrm{tr}\,dA_{ij}(u)$, and then

$$dC_{6,i}=\frac6\pi\int_0^\infty\alpha_i(u)\,d\alpha_i(u)\,du,$$
$$\frac{d\omega_i}{\omega_i}=\frac{dC_{6,i}}{C_{6,i}}-\frac{2d\alpha_i}{\alpha_i},\qquad dQ_i=\frac{Q_id\alpha_i}{3\alpha_i}.$$

Every differential in (1) is now specified by $d\mathbf R$ and $dv$. The tangent $(d\mathbf R,0)$ gives the fixed-volume gradient, and $(0,dv_i)$ gives $c_i$. The chain rule for $E(\mathbf R,v(\mathbf R))$ is (2). Fixed volume does not mean fixed screened polarizability: with $dv=0$, the matrix $T^{SR}$ still changes with distance, and so do $\alpha_i$, $\omega_i$ and $Q_i$.

## Proof of the volume formula

The explicit part comes from moving the origin of $r_i$ and the Hirshfeld weights at fixed density. With $\partial_A=\partial/\partial\mathbf R_A$,

$$\partial_Ar_i^3=-3\delta_{iA}r_A(\mathbf r-\mathbf R_A),\qquad \partial_A\rho_A=-\rho_A'\frac{\mathbf r-\mathbf R_A}{r_A},$$
$$\partial_Aw_i=\frac{\delta_{iA}\partial_A\rho_A}P-\frac{\rho_i\partial_A\rho_A}{P^2}=(\delta_{iA}-w_i)\frac{\partial_A\rho_A}P.$$

Inserting these in $m$ and carrying out the sum over $i$ gives

$$\partial_Am=-\frac{3c_Ar_Aw_A}{V_A^f}(\mathbf r-\mathbf R_A)+\frac{\partial_A\rho_A}P\left(\frac{c_Ar_A^3}{V_A^f}-m\right).$$

For the density change, let $D$ be the density matrix, $\mathcal S$ the overlap matrix and $\mathcal M$ the matrix of $m$. Consider

$$L(\mu,\mathbf R)=\mathrm{stat}_D\{E_{DFT}(D,\mathbf R)+\mu\,\mathrm{Tr}[D\mathcal M(\mathbf R)]\},$$

where the stationary state is the one connected to the unperturbed minimum. The finite basis matters here: when the $c_i$ are negative, $\mu m$ with $\mu>0$ falls without bound at large distance, and in unrestricted space there would be no ground state.

Orthonormality of the occupied orbitals is imposed by multipliers. Stationarity removes the derivatives of the orbital coefficients, and the constraint leaves $-\mathrm{Tr}(W_\mu\partial_A\mathcal S)$, with $W_\mu=2\sum_k^{occ}\varepsilon_k\mathbf c_k\mathbf c_k^T$ built from the perturbed orbitals. Thus

$$\frac{dL}{d\mathbf R_A}=\underbrace{\partial_AE_{DFT}|_{D_\mu}-\mathrm{Tr}(W_\mu\partial_A\mathcal S)}_{\mathbf g_A(\mu)}+\mu\,\mathrm{Tr}(D_\mu\partial_A\mathcal M).$$

Differentiation at $\mu=0$ gives $d\mathbf g_A/d\mu+\mathrm{Tr}(D_0\partial_A\mathcal M)$. The term with $dD_\mu/d\mu$ in the last product carries a factor $\mu$ and vanishes.

In the other order, stationarity gives $\partial L/\partial\mu=\mathrm{Tr}(D_\mu\mathcal M)$. At $\mu=0$ this is $\int nm=\sum_ic_iv_i(\mathbf R)$ with frozen $c_i$, and its nuclear derivative is the required volume term. The invertible orbital response makes $L$ smooth, so the mixed derivatives are equal.

It remains to resolve $\partial_A\mathcal M$. It contains $\partial_Am$ and the motion of the basis functions. A function $\chi_a$ centred on $A$ obeys $\partial_A\chi_a=-\nabla\chi_a$. Since $D$ is symmetric,

$$\partial_A^bn=-2\sum_{a\in A}\sum_bD_{ab}\chi_b\nabla\chi_a.$$

This proves (3). Two perturbed calculations, at $+\mu$ and $-\mu$, supply the response contribution for every atom by a central difference. $\square$

## Remarks on meaning and limits

**A pair of distant atoms.** Neglect the short-range screening and set $f=1$. Expanding the logarithm in (4), the first-order term vanishes because $T^{LR}$ has no diagonal blocks. The second-order term is $-\frac1{4\pi}\int\mathrm{Tr}(\tilde\alpha T\tilde\alpha T)du$. The two orderings of the atoms give a factor 2, and the tensor eigenvalues $1,1,-2$ divided by $r^3$ give $\mathrm{tr}\,T_{12}^2=6/r^6$. Hence

$$E\simeq-\frac3{\pi r^6}\int_0^\infty\tilde\alpha_1\tilde\alpha_2\,du=-\frac{C_{12}^fv_1v_2}{r^6}.$$

The last step uses the fact that each polarizability is proportional to its volume ratio at every frequency. Differentiation gives

$$\frac{dE}{dr}=E\left(-\frac6r+\frac{d\ln v_1}{dr}+\frac{d\ln v_2}{dr}\right).$$

Neglecting the volume term is justified here when the logarithmic volume derivatives are small compared with $6/r$. A bond stretch inside a molecule is less favourable: it may change the volumes appreciably while hardly changing the distances to a neighbour.

**Damping changes the sensitivity.** Keep $f$ in the same pair model, so that $E\propto-v_1v_2f^2/r^6$, and scale both volumes by a common factor $v$. Since $S\propto v^{1/3}$,

$$\frac{d\ln|E|}{d\ln v}=2+\frac23\frac{\partial\ln f}{\partial\ln S}=2-\frac{2\kappa}3(1-f)\frac rS.$$

For $\kappa=6$ and $r=S$, where $f=1/2$, this is zero. A larger volume raises the polarizabilities but also strengthens the damping, and the two effects cancel at first order.

**The fixed-volume force is generally not conservative.** Let $F_a(\mathbf R)=\partial E/\partial R_a|_{v(\mathbf R)}$ for a Cartesian coordinate $R_a$. Its direct second derivatives are symmetric, which leaves

$$\frac{dF_a}{dR_b}-\frac{dF_b}{dR_a}=\sum_i\left(\frac{\partial^2E}{\partial R_a\partial v_i}\frac{dv_i}{dR_b}-\frac{\partial^2E}{\partial R_b\partial v_i}\frac{dv_i}{dR_a}\right).$$

Nothing in the model makes this difference vanish in general. When it is nonzero, the field is not the gradient of any energy. For the stretch and separation coordinates of the dimer below, the two mixed derivatives are about $-0.0180$ and $-0.0177$ eV/Å², so the difference is present but small.

**Self-consistent dispersion.** If $E$ is included in the functional being minimized, its derivative with respect to $D$ adds $\mathcal M$ to the Kohn–Sham matrix. Stationarity then removes the orbital response from the gradient of the total energy. The gradient is $\mathbf g_A$, evaluated with these orbitals and orbital energies, plus $\partial E/\partial\mathbf R_A|_v+\int n\,\partial_Am+\int m\,\partial_A^bn$. The explicit volume term is still required.

## A water dimer

The example uses PBE/def2-SVP, the standard free-atom parameters of MBD@rsSCS, $\beta=0.83$ and $\kappa=6$. The O–H lengths are 0.96 Å, the angles 104.5°, and the O···O distance 2.90 Å. O1, H1 and H2 form the donor, with H1 in the hydrogen bond on the O···O line; O2, H3 and H4 form the acceptor. The bisector of the acceptor angle lies in the donor plane, at 55° to the O1···O2 line extended beyond O2, and is tilted away from the side of H2. H3 and H4 lie symmetrically on either side of that plane. The geometry is idealized, not optimized, and the basis is small. The $r^3$-weighted volumes are not converged in it. With aug-cc-pVDZ the free-atom volumes grow by about 20%, $E$ moves from $-0.0316$ to $-0.0325$ eV, and the volume ratios shift by up to 0.09. The sensitivities $c_i$ of H1 and O2 change from $-1.56$ and $-0.41$ to $-0.87$ and $-1.14$ meV, all $c_i$ remaining negative. The digits and percentages below therefore belong to def2-SVP and test the formulas; they are not converged properties of the water dimer. The derivatives below describe the dispersion energy alone, not the whole force. This energy includes the coupling between atoms of the same molecule, so the stretch derivative is not that of the attraction between the two molecules alone.

In the stretch of O1–H1, only H1 moves, along the bond and towards O2; all other nuclei stay fixed. The derivative depends on this choice, because moving O1 instead would change other distances. The displaced volumes and the sensitivities give the following contributions $c_i\,dv_i/dq$, in units of $10^{-3}$ eV/Å:

- O1: $-3.37\times0.1817=-0.612$
- H1: $-1.56\times0.1222=-0.191$
- H2: $-4.35\times0.1509=-0.656$
- O2: $-0.41\times(-0.0482)=+0.020$
- H3 and H4 together: $2\times(-5.48)\times(-0.0243)=+0.266$

Their sum is $-1.17$, in agreement with $-1.175$ from (3), which does not use the displaced volumes. The total is

$$0.004835-0.001175=0.00366\ \text{eV/Å},$$

or $7.12\times10^{-5}$ hartree/bohr. Repeating the electronic calculation, the volumes and the dispersion energy at displaced nuclei also gives 0.00366 eV/Å. The fixed-volume derivative is too large by $0.001175/0.00366=32\%$ of the correct one.

For rigid separation of the molecules, the fixed part is 0.008481 and the volume part 0.000143 eV/Å. Their sum is 0.00862 eV/Å, or $1.68\times10^{-4}$ hartree/bohr, so neglect costs 1.7% of the total. The donor volumes shrink and the acceptor volumes grow; as all $c_i$ are negative, their contributions have opposite signs. The small result does not mean that each atomic force is accurate: on O2 the volume term has norm 0.00209 eV/Å, against 0.00349 for the fixed-volume gradient.

A half-corrected gradient can be worse than the uncorrected one. For the separation, the explicit weight term is $+0.002079$ eV/Å and the density-following part, from basis motion and relaxation together, is $-0.001935$. Keeping the first without the second gives 0.01056 eV/Å, 22% above the total. For the stretch it gives $0.004835+0.000514=0.00535$ eV/Å, 46% above. The near-cancellation for the separation has a clear limit: when an isolated molecule is translated together with its density, its volume ratios do not change, so the two parts must cancel. This limit covers only part of the present case. With the same $c_i$, the isolated acceptor has an explicit term of 0.00116 eV/Å, a little over half of 0.002079, and the argument does not force the remainder to cancel. Omitting the density-following part here is different from the self-consistent case, where stationarity accounts for the relaxation.

The sensitivities show a further feature. An undamped, unscreened pair sum scales as the square of a common volume factor, so for it the ratio $\sum_ic_iv_i/E$ is 2. Here the printed values give $\sum_ic_iv_i\approx-0.014$ eV, and the ratio is only about 0.43. The reduction comes from the damping, as in the remark above. At the same volumes, omitting the short-range screening leaves the ratio at 0.44, holding the radii $Q_i$ fixed while the volumes are scaled raises it to 1.67, and doing both gives 2.0.

Translating all nuclei together leaves every $v_i$ unchanged, so the volume terms must sum to zero over the atoms. The largest component of their sum is $2.3\times10^{-7}$ eV/Å, far below the atomic terms of order $10^{-3}$. The complete values are in the numerical output that follows.

## Numbers as computed

```
O-H length 0.96 A, angle 104.5 deg, O...O 2.90 A, tilt 55 deg
damping: beta 0.83, steepness 6
free volumes: H 1.098, O 2.926 A^3
MBD energy from eigenvalues -0.031623 eV
MBD energy from frequency integral -0.031623 eV
coupled mode energies from 12.143 to 21.890 eV
atom: v, screened alpha (A^3), omega (eV), dE/dv (eV)
  O1: 0.9859, 0.7657, 21.785, -0.00337
  H1: 0.7422, 0.4133, 12.466, -0.00156
  H2: 0.6135, 0.3402, 12.412, -0.00435
  O2: 0.9257, 0.7638, 20.422, -0.00041
  H3: 0.5630, 0.3070, 12.682, -0.00548
  H4: 0.5630, 0.3070, 12.682, -0.00548
atom: gradient norm at fixed v, norm of volume term (eV/A)
  O1: 0.01114, 0.00188
  H1: 0.00508, 0.00117
  H2: 0.00347, 0.00157
  O2: 0.00349, 0.00209
  H3: 0.00598, 0.00158
  H4: 0.00598, 0.00158
O...O separation, derivatives of E_MBD in eV/A:
  fixed-volume part 0.008481
  volume part 0.000143 (from displaced volumes 0.000142)
    explicit weights 0.002079, density following -0.001935
  total 0.008624 (full finite difference 0.008623)
  total converted 1.6771e-04 hartree/bohr
  volume part / fixed part 0.0169
  dv/dq (1/A): O1 -0.0307, H1 -0.0633, H2 -0.0372, O2 0.0516, H3 0.0183, H4 0.0183
donor O-H stretch, derivatives of E_MBD in eV/A:
  fixed-volume part 0.004835
  volume part -0.001175 (from displaced volumes -0.001174)
    explicit weights 0.000514, density following -0.001689
  total 0.003661 (full finite difference 0.003660)
  total converted 7.1193e-05 hartree/bohr
  volume part / fixed part -0.2429
  dv/dq (1/A): O1 0.1817, H1 0.1222, H2 0.1509, O2 -0.0482, H3 -0.0243, H4 -0.0243
finite-difference step for nuclei 0.010 A
field strength mu 24.84 (dimensionless)
relative error, fixed-v gradient 4.3e-07, dE/dv 7.1e-07
triangle, edge 3.2 A: relative eigenvalue gap 2.2e-16
triangle derivative -0.0033508, finite difference -0.0033508 eV/A
sum of volume terms over atoms, largest component 2.3e-07 eV/A
tolerance of the full-gradient test 8.7e-05 eV/A
```
